Conversion of atomic nitrogen ions to N₃⁺ in a pulsed-plasma afterglow

**Situation and data**

A pulsed nitrogen plasma for surface processing is switched off at t = 0. The gas is N₂ at pressure p = 1 Torr and temperature T = 300 K. Some of the ions present are atomic, N⁺, and they react by

N⁺ + N₂ + N₂ → N₃⁺ + N₂.

The coefficient k₃ is defined by the loss rate of N⁺ per unit volume, k₃n²[N⁺], where n is the number density of N₂. No further factor for the two identical molecules is to be inserted. Take k₃ = 2.0×10⁻²⁹ cm⁶/s, a rough value at 300 K.

Assume that no N⁺ is produced after switch-off, that the gas is uniform and far denser than the ions, and that the ions are at the gas temperature. Take the ions and molecules to be in their electronic and vibrational ground states before they react. Losses of N⁺ other than conversion are ignored until part (e).

**Part (a)**

*Question.* Show that the mean lifetime of an N⁺ ion is about 48 μs. Find also the times for half and for 90 percent conversion.

*Answer.* The ideal-gas law gives the density:

n = p/(k_B T) = 133.3 Pa / (1.381×10⁻²³ J/K × 300 K) = 3.219×10¹⁶ cm⁻³,

after division by 10⁶ to pass from m⁻³ to cm⁻³. Each conversion uses up one N₂ molecule, but the ions are so few that n stays constant. The rate equation is then linear:

d[N⁺]/dt = −ν[N⁺], ν = k₃n².

With n² = 1.036×10³³ cm⁻⁶,

ν = 2.0×10⁻²⁹ × 1.036×10³³ = 2.07×10⁴ s⁻¹.

The solution is [N⁺] = [N⁺]₀ exp(−νt). The fraction of ions converted between t and t + dt is ν exp(−νt) dt, so the mean lifetime is

τ = ∫₀^∞ t ν exp(−νt) dt = [−t exp(−νt)]₀^∞ + ∫₀^∞ exp(−νt) dt = 1/ν.

The bracket vanishes at both ends. Hence

τ = 1/(k₃n²) = 48.3 μs.

At t = τ a fraction 1/e, or 37 percent, of the ions is still atomic, so τ is not a time of complete conversion. Setting exp(−νt) equal to 1/2 and to 1/10 gives

t(50%) = τ ln 2 = 33 μs, t(90%) = τ ln 10 = 111 μs.

**Part (b)**

*Question.* Three particles rarely meet at one instant. Suppose instead that N⁺ and N₂ form an excited complex with coefficient k_c. The complex falls apart at rate k_d, or is stabilized as N₃⁺ by a second N₂ with coefficient k_s. Derive the n² law, state when it holds, and find what replaces it at high density.

*Answer.* Let X, C and P be the numbers of free N⁺ ions, complexes and stable N₃⁺ ions, each divided by the initial number of N⁺. Then

dX/dt = −k_c n X + k_d C,
dC/dt = k_c n X − (k_d + k_s n) C,
dP/dt = k_s n C.

If the complex is short-lived, its population follows X closely, and dC/dt is small compared with the two terms that balance in it. Setting it to zero gives

C = k_c n X/(k_d + k_s n).

Inserting this in the last equation gives the conversion rate per free ion:

ν = k_c k_s n²/(k_d + k_s n).

When k_s n ≪ k_d, nearly all complexes fall apart before they meet a second molecule, and

ν ≈ k₃n², k₃ = k_c k_s/k_d.

One factor n comes from forming the complex, the other from stabilizing it.

The quasi-steady step can be checked through the mean time before an ion becomes stable N₃⁺. Write I_X and I_C for the integrals of X and C over all time, that is, the mean times an ion spends in each state. Start from X = 1, C = P = 0 and end with P = 1. Integrating the equations for P and C gives

1 = k_s n I_C,
0 = k_c n I_X − (k_d + k_s n) I_C.

Therefore I_C = 1/(k_s n) and I_X = (k_d + k_s n)/(k_c k_s n²). Their sum is

I_X + I_C = (k_d + k_s n + k_c n)/(k_c k_s n²)
= [1/(k₃n²)] [1 + k_s n/k_d + k_c n/k_d].

No quasi-steady assumption enters here. The mean time spent as free N⁺, I_X, is close to 1/(k₃n²) as soon as k_s n ≪ k_d. For the mean time to reach stable N₃⁺ to have the same value, and for [N⁺] to fall as exp(−νt) from its initial value, k_c n ≪ k_d is needed as well. This second condition keeps the population of complexes small.

In the opposite limit, k_s n ≫ k_d, a complex is almost always stabilized. Free N⁺ then disappears at the capture rate k_c n, which is first order in density. The mean time to reach stable N₃⁺ becomes 1/(k_c n) + 1/(k_s n): one wait for capture and one for stabilization. The three-body law cannot be extended to densities where it would predict conversion faster than capture.

**Part (c)**

*Question.* Estimate k_c from the attraction between the ion and the dipole it induces in N₂, with polarizability volume α = 1.74 Å³. Assume that every capture collision of the complex with N₂ stabilizes it. Does the three-body law hold at 1 Torr?

*Answer.* At distance r the ion's field is e/(4πε₀r²). It induces a dipole equal to 4πε₀α times the field. The energy of an induced dipole is minus one half of dipole times field, the half accounting for the work of polarizing the molecule:

U(r) = −A/(2r⁴), A = αe²/(4πε₀).

For collision energy E and impact parameter b, angular momentum adds a centrifugal energy Eb²/r². The effective potential is

V(r) = Eb²/r² − A/(2r⁴).

Its maximum follows from

dV/dr = −2Eb²/r³ + 2A/r⁵ = 0, so r² = A/(Eb²).

The barrier height is

V_max = E²b⁴/A − E²b⁴/(2A) = E²b⁴/(2A).

The pair comes together if V_max is below E. The largest impact parameter for capture therefore satisfies b² = (2A/E)^½. With relative speed v and reduced mass m, E = mv²/2, and

k_c = πb²v = π [4A/(mv²)]^½ v = 2π(A/m)^½.

The speed cancels, so this coefficient needs no thermal average and does not depend on temperature. This holds within the model, which treats N₂ as an isotropic polarizable point and leaves out its quadrupole moment and short-range forces. At thermal energy the barrier lies near 4 Å, where the quadrupole energy of an end-on N₂ is as large as the induction energy. A rough average over orientations raises k_c by about 10 percent, so the values below are estimates at that level.

For N⁺ and N₂ the reduced mass is 14×28/42 = 9.33 u. For the complex and N₂ it is 42×28/70 = 16.8 u. Hence

k_c = 1.01×10⁻⁹ cm³/s,
k_s = k_c (9.33/16.8)^½ = 7.5×10⁻¹⁰ cm³/s.

The given k₃ then implies a complex lifetime

1/k_d = k₃/(k_c k_s) = 26 ps.

This time is inferred from the model, not measured. If only some collisions stabilize the complex, k_s is smaller and the inferred lifetime longer. The two ratios required in part (b) are

k_s n/k_d = 6.4×10⁻⁴, k_c n/k_d = 8.5×10⁻⁴.

Both are small, and the three-body law holds well. Their sum, 1.5×10⁻³, should lengthen the mean conversion time from 48.26 to 48.33 μs. Solving the two equations for I_X and I_C numerically, as a linear system, also gives 48.33 μs. The extra digits serve this comparison and do not reflect the accuracy of k₃.

Captures occur every 1/(k_c n) = 31 ns on average, so an ion forms roughly 1600 complexes before one is stabilized. The many collisions during τ also support the assumption that the ions have the gas temperature once the discharge field is gone. In this model k_s n would equal k_d at about 1600 times the present density, so the high-density limit is far away.

**Part (d)**

*Question.* How does τ depend on pressure and gas temperature? Take k₃ ∝ T⁻², a rough law, and find τ at 400 K, first at fixed pressure and then at fixed density.

*Answer.* At fixed temperature n ∝ p, so τ ∝ p⁻². At fixed pressure n ∝ T⁻¹, and

τ = 1/(k₃n²) ∝ T² × T² = T⁴.

One factor T² comes from the thinner gas, the other from the smaller coefficient. Thus

τ(400 K, 1 Torr) = 48.3 μs × (4/3)⁴ = 153 μs.

If the gas is heated so quickly that it has no time to expand, n stays fixed and the first factor is absent:

τ(400 K, fixed n) = 48.3 μs × (4/3)² = 86 μs.

A pressure reading alone therefore does not determine the lifetime. The gas temperature must be known too.

**Part (e)**

*Question.* The chamber is a cylinder with gap L = 5 cm and radius R = 10 cm. The electron density is n_e = 10¹⁰ cm⁻³, and the gas contains 10 ppm of water vapour. Estimate the competing losses of N⁺. Use a reduced mobility of 3 cm²/Vs, a coefficient of 2.5×10⁻⁹ cm³/s for the reaction with water, and a coefficient of 8.75×10⁻²⁷ cm⁶/s for recombination with two electrons at an electron temperature of 1 eV, varying as T_e^(−9/2). All three are rough.

*Answer.* Diffusion comes first. Electrons are much more mobile than ions, and their pressure gradient is nearly balanced by an electric field F:

−k_B T_e ∇n_e − e n_e F = 0, so F = −(k_B T_e/e) ∇n_e/n_e.

With N = [N⁺], mobility μ and diffusion coefficient D, the ion flux is

Γ = −D∇N + μNF.

Suppose that N and n_e have the same spatial shape. Then N∇n_e/n_e = ∇N. With the Einstein relation D = μk_B T/e,

Γ = −[D + μk_B T_e/e]∇N = −D(1 + T_e/T)∇N.

The field pulls ions outward and adds to their own diffusion. For density vanishing at the walls, the slowest mode is cos(πz/L) J₀(2.405r/R), with z measured from the midplane. The ions are assumed to start in this mode; a flatter initial profile would lose more of them to the walls. The Laplacian multiplies the mode by −1/Λ², where

1/Λ² = (π/L)² + (2.405/R)² = 0.395 + 0.058 = 0.453 cm⁻².

The reduced mobility refers to 273.15 K and 760 Torr. Scaled inversely with density to the present gas, it becomes μ = 2504 cm²/Vs. Since k_B T/e = 0.02585 V, D = 64.7 cm²/s. The loss rate is D(1 + T_e/T)/Λ²:

electrons at 300 K: 64.7 × 2 × 0.453 = 59 s⁻¹,
electrons at 1 eV: 64.7 × 39.7 × 0.453 = 1.16×10³ s⁻¹.

Electrons cool after switch-off, so keeping them at 1 eV throughout overstates this loss if they start no hotter than that.

The reaction with water removes N⁺ at

2.5×10⁻⁹ × 10⁻⁵ × 3.219×10¹⁶ = 805 s⁻¹.

Recombination with two electrons, one of which carries away energy, is fastest when the electrons are cold. At 300 K its rate is

8.75×10⁻²⁷ × (0.02585)^(−9/2) × (10¹⁰)² = 12 s⁻¹.

Let q be the sum of the competing rates. Then [N⁺] falls as exp[−(ν + q)t]. The converted fraction is

∫₀^∞ ν exp[−(ν + q)t] dt = ν/(ν + q),

and the lifetime is 1/(ν + q). Combining warm-electron diffusion with cold-electron recombination is deliberately pessimistic for the assumed initial profile, since the two cannot occur together. It gives q = 1.98×10³ s⁻¹, a converted fraction of 0.91 and a lifetime of 44 μs. With cold electrons throughout, q = 59 + 805 + 12 = 876 s⁻¹, and the results are 0.96 and 46 μs. Conversion dominates in either case. These fractions depend on the initial profile: for ions spread uniformly at t = 0, a sum over all diffusion modes lowers them to roughly 0.78 and 0.92.

This changes at low pressure. Diffusion varies as p⁻¹ and conversion as p², so their ratio varies as p⁻³. With the chamber and temperatures held fixed, the two rates are equal at

p = 1 Torr × (58.6/20720)^(1/3) = 0.14 Torr for electrons at 300 K,
p = 1 Torr × (1160/20720)^(1/3) = 0.38 Torr for electrons at 1 eV.

Below such pressures loss to the walls is faster than conversion, provided that the ions' motion is still diffusive.

Two further channels are closed by their energy cost. For ions and molecules in their ground states, charge transfer from N⁺ to N₂ needs about 1 eV, since N₂ is harder to ionize than N. Multiplying the capture rate k_c n = 3.3×10⁷ s⁻¹ by exp(−1/0.02585) gives less than 10⁻⁹ s⁻¹. This channel stays closed only if the N₂ is vibrationally cold. A discharge can leave N₂ vibrationally excited, and a molecule with four or more vibrational quanta carries enough energy for charge transfer. If every capture of such a molecule led to charge transfer, a fraction ν/(k_c n), or about 6×10⁻⁴, of the N₂ in these levels would be enough to match the conversion rate. A Boltzmann distribution reaches this fraction at a vibrational temperature of only about 1800 K. The excited molecules need more than 10 ms to diffuse to the walls of this chamber, far longer than τ. The assumed efficiency of one per capture is an upper limit. For thermal break-up of N₃⁺, balance with the forward reaction in equilibrium gives a rate of order

k₃n (2πmk_B T/h²)^(3/2) exp[−B/(k_B T)],

where m is the reduced mass of N⁺ and N₂ and B is the bond energy. With a rough low value B = 2.5 eV this is about 10⁻²⁹ s⁻¹. Internal partition functions are left out, but they would have to supply more than thirty powers of ten to matter.

**Part (f)**

*Question.* N₃⁺ recombines with electrons with a rough coefficient α_r = 7×10⁻⁷ cm³/s. With n_e held at 10¹⁰ cm⁻³ and the losses of part (e) ignored, find the largest fraction of the initial N⁺ that is present as N₃⁺ at one time.

*Answer.* The recombination rate is r = α_r n_e = 7×10³ s⁻¹. With X = exp(−νt),

dP/dt = ν exp(−νt) − rP.

Multiplying by exp(rt) makes the terms in P a single derivative:

d[P exp(rt)]/dt = ν exp[−(ν − r)t].

Integration from P(0) = 0 gives

P = [ν/(ν − r)] [exp(−rt) − exp(−νt)].

At the maximum r exp(−rt) = ν exp(−νt), and hence

t_m = ln(ν/r)/(ν − r) = 1.085/(1.372×10⁴ s⁻¹) = 79 μs.

Also at the maximum dP/dt = 0, so P = (ν/r) exp(−νt_m). Write x = r/ν = 0.338. Then νt_m = ln(1/x)/(1 − x), which gives exp(−νt_m) = x^(1/(1−x)) and

P_m = x⁻¹ x^(1/(1−x)) = x^(x/(1−x)) = 0.575.

At that moment a fraction 0.338 × 0.575 = 0.194 of the initial ions is still atomic, 0.575 is N₃⁺, and the remaining 0.231 has been converted and neutralized. The lifetime of N⁺ is unaffected, but conversion does not mean that all the charge is found as N₃⁺.

For x ≪ 1, ln P_m = x ln x/(1 − x) tends to zero, because x ln x does, and P_m tends to one: the product accumulates before it recombines. For x ≫ 1 the exponent tends to −1 and P_m tends to 1/x, so N₃⁺ stays scarce because it is destroyed faster than it forms. In a real afterglow n_e falls with time. At the same α_r, and if recombination is the only loss of N₃⁺, this weakens recombination and raises the peak above 0.575. Other losses of N₃⁺, such as reaction with N atoms left by the discharge, act the other way and can outweigh this gain.

**Part (g)**

*Question.* How far can the value of 48 μs be applied to a real processing plasma?

*Answer.* The value holds for a pressure of 1 Torr. In a reactor run at tens of mTorr or less, the p⁻² law makes conversion slow, and wall loss takes over in a chamber of this size. The result is also sensitive to the gas temperature: with the law of part (d), at 400 K and the same pressure the lifetime is about three times longer. The coefficient k₃ is itself rough, and τ is inversely proportional to it; a value 50 percent larger would give 32 μs. Water matters in proportion to its concentration, so 100 ppm would remove N⁺ at about 8×10³ s⁻¹, no longer a small correction. A real discharge may also leave the N₂ vibrationally hot for much longer than τ, and charge transfer could then shorten the lifetime of N⁺. The figure of 48 μs is therefore the conversion time for the stated coefficient in clean, vibrationally cold gas at 1 Torr and 300 K. The numerical output lists the main inputs and results.

Computed values

```
Pressure: 1 Torr
Gas temperature: 300 K
Three-body coefficient, rough input: 2e-29 cm^6/s
N2 density: 3.219e+16 cm^-3
Density squared: 1.036e+33 cm^-6
Conversion rate: 2.072e+04 1/s
Mean lifetime of N+: 48.26 us
Half-time: 33.45 us
90 percent conversion time: 111.1 us
Mean lifetime, full network: 48.33 us
Order in gas density, full network: 1.999
N2 polarizability, rough input: 1.74 A^3
Capture coefficient kc: 1.01e-09 cm^3/s
Stabilization coefficient ks: 7.54e-10 cm^3/s
Inferred complex lifetime: 26.2 ps
Ratio ks*n/kd: 0.000637
Ratio kc*n/kd: 0.000854
Mean time between captures: 30.7 ns
Warmer gas temperature: 400 K
Power m in k3 ~ T^-m, rough input: 2
Lifetime in warmer gas: 152.5 us
Chamber gap: 5 cm
Chamber radius: 10 cm
Reduced mobility, rough input: 3 cm^2/Vs
Mobility at gas density: 2504 cm^2/Vs
Ion diffusion coefficient: 64.74 cm^2/s
Inverse diffusion length squared: 0.4526 cm^-2
Diffusion loss, electrons at 300 K: 58.6 1/s
Warm electron temperature: 1 eV
Diffusion loss, warm electrons: 1.16e+03 1/s
Water fraction: 10 ppm
Water reaction coefficient, rough input: 2.5e-09 cm^3/s
Water impurity loss: 805 1/s
Electron density: 1e+10 cm^-3
Three-electron-body coefficient at 1 eV, rough: 8.75e-27 cm^6/s
Three-electron-body recombination loss: 12.2 1/s
Sum of competing losses: 1.98e+03 1/s
Fraction converted with losses: 0.913
N+ lifetime with losses: 44.1 us
N3+ recombination coefficient, rough: 7e-07 cm^3/s
N3+ recombination rate: 7e+03 1/s
Time of N3+ peak: 79.1 us
Peak N3+ fraction: 0.575
Charge-transfer energy cost, rough: 1.05 eV
Charge-transfer rate to N2: 7.5e-11 1/s
N3+ bond energy, rough low input: 2.5 eV
N3+ thermal break-up scale: 1.8e-29 1/s
```
